# Examination question: anomalous Hall conductivity of a two-node Weyl lattice model

## Setting

Electrons of charge $-1$ move on a simple cubic lattice of constant $a$. Hartree atomic units are used, so $e^2/h=1/2\pi$. Wave vectors are measured in $1/a$ and energies in a hopping $t$. The Bloch Hamiltonian is

$$H=\mathbf d\cdot\boldsymbol\sigma,\quad \mathbf d=(\sin k_x,\ \sin k_y,\ 2-\cos k_x-\cos k_y+m),\quad m(k_z)=\cos k_0-\cos k_z,$$

with $0<k_0<\pi$ and bands $E_\pm=\pm|\mathbf d|$. The electrons are independent, the crystal is clean, $T=0$, and the Fermi level is zero, so the lower band $|u\rangle=|-\rangle$ is filled. Conventions: $\boldsymbol{\mathcal A}=i\langle u|\nabla_k u\rangle$, $\Omega=\partial_x\mathcal A_y-\partial_y\mathcal A_x$, $C(k_z)=\frac1{2\pi}\int\Omega\,dk_xdk_y$, $j_x=\sigma_{xy}E_y$. For numbers take the round model values $a=6$ bohr, $t=0.01$ hartree, $k_0=1$. Every error $\varepsilon$ is an approximate $\sigma_{xy}$ minus the exact one, in units of $e^2/ha$. The program cited in the answers follows the text, with its output.

## Part (a)

*Locate the band touchings and find their chiralities $\chi=\operatorname{sgn}\det(\partial d_i/\partial k_j)$.*

**Answer.** The bands touch where $\mathbf d=0$. The conditions $d_x=d_y=0$ force $k_x,k_y\in\{0,\pi\}$, where $d_z$ equals $m$ at $(0,0)$, $2+m$ at $(\pi,0)$ and $(0,\pi)$, and $4+m$ at $(\pi,\pi)$. Since $m\ge\cos k_0-1>-2$, only $(0,0)$ can give zero, and $m=0$ means $k_z=\pm k_0$. There the Jacobian matrix is $\mathrm{diag}(1,1,\sin k_z)$, so $\chi=+1$ at $+k_0$ and $\chi=-1$ at $-k_0$.

## Part (b)

*Derive $\sigma_{xy}$ in linear response in terms of $C(k_z)$, with its sign, and give $\Omega$ in closed form.*

**Answer.** A uniform field enters through a vector potential, $E_y=E=-\dot A$. For charge $-1$ the Hamiltonian becomes $H(\mathbf k+A\hat{\mathbf y})$, so $\dot k_y=-E$. Write $\psi=e^{-i\int E_-dt+i\gamma}(|-\rangle+b|+\rangle)$ and project the Schrödinger equation on $\langle+|$:

$$i\dot b+i\langle+|\partial_t|-\rangle+b\,[\,i\langle+|\partial_t|+\rangle-\dot\gamma\,]=(E_+-E_-)\,b .$$

For a slowly switched field $b$ is of order $E$, while $\dot b$ and the bracket term are of higher order. Hence $b=i\dot k_y\langle+|\partial_y u\rangle/2|\mathbf d|$. Differentiating $H|u\rangle=E_-|u\rangle$ and projecting on $\langle+|$ gives $\langle+|\partial_\alpha u\rangle=-\langle+|v_\alpha|-\rangle/2|\mathbf d|$ with $v_\alpha=\partial_\alpha H$. The two minus signs cancel, and $b=iE\langle+|v_y|-\rangle/4|\mathbf d|^2$. With $X=\langle-|v_x|+\rangle\langle+|v_y|-\rangle$ and $\operatorname{Re}(iX)=-\operatorname{Im}X$,

$$\langle v_x\rangle=\partial_xE_-+2\operatorname{Re}\big(b\langle-|v_x|+\rangle\big)=\partial_xE_--\frac{2E\operatorname{Im}X}{4|\mathbf d|^2}.$$

From the definition, $\Omega=i(\langle\partial_xu|\partial_yu\rangle-\text{c.c.})=-2\operatorname{Im}\langle\partial_xu|\partial_yu\rangle$. Insert the two states. The term through $|-\rangle$ is a product of two imaginary numbers (normalization makes $\langle u|\partial u\rangle$ imaginary) and drops out. The term through $|+\rangle$ is $X/4|\mathbf d|^2$. So $\Omega=-2\operatorname{Im}X/4|\mathbf d|^2$ and $\langle v_x\rangle=\partial_xE_-+E\,\Omega$.

The current is $-\langle v_x\rangle$ summed over the zone, and $\partial_xE_-$ integrates to zero by periodicity. Restoring units, $d^3k$ brings $a^{-3}$ and $\Omega$ brings $a^2$:

$$\sigma_{xy}=-\frac1a\int\frac{d^3k}{(2\pi)^3}\,\Omega=-\frac1a\,\frac1{2\pi}\int\frac{dk_z}{2\pi}\,C=-\frac{e^2}{ha}\int_{-\pi}^{\pi}\frac{dk_z}{2\pi}\,C(k_z).$$

The expansion needs $|b|\ll1$, that is $E\ll4|\mathbf d|^2$. Near a node the smallest $|\mathbf d|$ in a slice is $|m|$, so slices with $|m|\lesssim\sqrt E/2$ fail. Their range of $k_z$ shrinks to zero with $E$.

For the closed form put $\mathbf n=\mathbf d/|\mathbf d|$, $\mathbf p=\partial_x\mathbf d$, $\mathbf w=\partial_y\mathbf d$. Then $X=\frac14\operatorname{Tr}[(1-\mathbf n\cdot\boldsymbol\sigma)\,\mathbf p\cdot\boldsymbol\sigma\,(1+\mathbf n\cdot\boldsymbol\sigma)\,\mathbf w\cdot\boldsymbol\sigma]$. Traces of two and of four Pauli matrices are real, and $\operatorname{Tr}\sigma_i\sigma_j\sigma_k=2i\epsilon_{ijk}$. The two triple traces give $2i\,\mathbf p\cdot(\mathbf n\times\mathbf w)-2i\,\mathbf n\cdot(\mathbf p\times\mathbf w)=-4i\,\mathbf n\cdot(\mathbf p\times\mathbf w)$. Thus $\operatorname{Im}X=-\mathbf n\cdot(\mathbf p\times\mathbf w)$ and $\Omega=\mathbf d\cdot(\mathbf p\times\mathbf w)/2|\mathbf d|^3$. Here $\mathbf p=(\cos k_x,0,\sin k_x)$ and $\mathbf w=(0,\cos k_y,\sin k_y)$, so $\mathbf p\times\mathbf w=(-\sin k_x\cos k_y,\,-\cos k_x\sin k_y,\,\cos k_x\cos k_y)$ and

$$\Omega=\frac{d_z\cos k_x\cos k_y-\sin^2k_x\cos k_y-\sin^2k_y\cos k_x}{2|\mathbf d|^3}.$$

The program tests this against the matrix-element form at random points, and against the phase round a tiny plaquette at $(0.4,-0.3,0.8)$, which gives $-1.080532$ against $-1.080531\,a^2$.

## Part (c)

*Find $C(k_z)$ and $\sigma_{xy}$, and evaluate it. Do the positions and chiralities of the nodes determine $\sigma_{xy}$?*

**Answer.** In $\partial\mathbf d=|\mathbf d|\,\partial\mathbf n+\mathbf n\,\partial|\mathbf d|$ the parts along $\mathbf n$ drop from the triple product, so $\Omega=\frac12\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)$. This is half the signed area swept on the unit sphere per $d^2k$. Then $C$ is the total signed area over $4\pi$, the degree of the map $\mathbf n$, which equals the number of preimages of any regular point, each counted with the sign of $\Omega$ there. Take the south pole, $d_x=d_y=0$, $d_z<0$. By part (a) the only candidate is $(0,0)$, when $m<0$, and there $\Omega=m/2|m|^3<0$. Therefore $C=-1$ for $|k_z|<k_0$ and $C=0$ otherwise, and

$$\sigma_{xy}=\frac{e^2}{h}\,\frac{2k_0}{2\pi a},$$

the conductance quantum times the node separation $2k_0/a$ over $2\pi$. The scale $t$ does not enter. Numerically $k_0/\pi=0.318310$ and $e^2/ha=1/(2\pi\cdot6)=0.0265258$ a.u., so $\sigma_{xy}=0.318310\times0.0265258=0.0084434$ a.u. With $45998.5$ S/cm per atomic unit this is $388$ S/cm.

The sign is tested by integrating the Schrödinger equation for one slice while $A$ runs smoothly from $0$ to $-2\pi$. Then $\int E\,dt=2\pi$, and the sheet conductance $-C/2\pi$ should transport the charge $-C$, which is also the conductance in units of $e^2/h$. The program finds $1.0000$ at $k_z=0$ ($m=-0.460$) and $0.0000$ at $k_z=2$ ($m=0.956$), with tolerance $10^{-2}$ for the finite ramp time.

The curvature vector $\nabla\times\boldsymbol{\mathcal A}$ has no divergence away from nodes. For the slab between two slices the side faces cancel by periodicity, so $2\pi\,\Delta C$ equals the outward flux through a small sphere round the enclosed node. That flux is $2\pi$ times the degree of $\mathbf n$ on the sphere, which for an invertible linear map is $\chi$. Quadrature confirms fluxes of $\pm2\pi$. So $dC/dk_z=\sum_i\chi_i\,\delta(k_z-k_i)$, and integration by parts gives $\int C\,dk_z=2\pi C(\pi)-\sum_i\chi_ik_i$, or

$$\sigma_{xy}=\frac{e^2}{ha}\Big[\sum_i\frac{\chi_ik_i}{2\pi}-C(\pi)\Big].$$

The nodes fix $\sigma_{xy}$ only modulo $e^2/ha$; the "separation" is the length of the arc of nontrivial slices. Reversing $m\to-m$ keeps the nodes and swaps the chiralities. It puts $-1.540$, inside $(-2,0)$, at $k_z=\pi$, so $C(\pi)=-1$ and $\sigma_{xy}=1-k_0/\pi=0.681690$ in units of $e^2/ha$. The program tests this value, whereas the node term alone is $-0.318310$.

As $k_0\to0$ the nodes merge and $\sigma_{xy}\to0$. As $k_0\to\pi$ it tends to $e^2/ha$, one quantum per layer, though at $k_0=\pi$ itself $m(0)=-2$ closes the gap at $(\pi,0,0)$ and $(0,\pi,0)$. With the Fermi level off the nodes, or at finite $T$, slices near the nodes are partly filled, their curvature integrals are not integers, and the result no longer holds exactly.

## Part (d)

*On the grid $k_{x,y}=(i+s)\Delta$, $\Delta=2\pi/N$, the Fukui–Hatsugai–Suzuki (FHS) number is $\frac1{2\pi}\sum F$, with $F=-\arg\langle1|2\rangle\langle2|3\rangle\langle3|4\rangle\langle4|1\rangle$ taken counter-clockwise on the principal branch. Show that it is an integer and find the $k_z=k^*$ at which it changes, for $s=0$ and $s=\frac12$.*

**Answer.** Since $\langle u|\nabla u\rangle=-i\boldsymbol{\mathcal A}$, a short link is $1-i\boldsymbol{\mathcal A}\cdot d\mathbf k$, so $F\approx\oint\boldsymbol{\mathcal A}\cdot d\mathbf k=\int\Omega\,d^2k$. Each link occurs in two plaquettes in opposite directions, with conjugate overlaps, so $\sum F$ vanishes modulo $2\pi$. The integer can change only if a state jumps, an overlap vanishes, or some $F$ crosses $\pm\pi$. For $\mathbf n$ with angles $\theta,\varphi$ the lower state is $(\sin\frac\theta2,\,-e^{i\varphi}\cos\frac\theta2)$, and

$$\langle u|u'\rangle=\sin\tfrac\theta2\sin\tfrac{\theta'}2+e^{i(\varphi'-\varphi)}\cos\tfrac\theta2\cos\tfrac{\theta'}2 ,$$

whose argument lies between $0$ and $\varphi'-\varphi$.

For $s=0$ the point $(0,0)$ is a corner, with $\mathbf d=(0,0,m)$. The other corners of the first-quadrant plaquette have $\varphi=0,\pi/4,\pi/2$, and the two links among them contribute an argument $\alpha\in(0,\pi/2)$ that is continuous in $m$. For $m<0$ the corner state is $(1,0)$, its two links are positive, and $F=-\alpha$. For $m>0$ it is $(0,1)$, its links multiply to a positive number times $e^{-i\pi/2}$, and $F=-\alpha+\pi/2$. Neither value reaches the branch cut. Four equivalent plaquettes give a jump $2\pi$, so the number rises by one exactly at $k^*=k_0$.

For $s=\frac12$ the four central corners share $d_z=m+2(1-\cos\frac\Delta2)$ and step by $\pi/2$ in $\varphi$. The product is $(\sin^2\frac\theta2+i\cos^2\frac\theta2)^4$, with argument $4\arctan\cot^2\frac\theta2$. This passes $\pi$ at $\theta=\pi/2$, where $F$ jumps from $-\pi$ to $+\pi$. Setting $d_z=0$,

$$\cos k^*=\cos k_0+2\big(1-\cos\tfrac\Delta2\big),\qquad k^*-k_0\approx-\frac{\Delta^2}{4\sin k_0}.$$

This needs the right side to be at most 1; otherwise $d_z>0$ at the central corners for every $k_z$ and the central plaquette never jumps, as for $k_0=1$, $N=4$, where the right side is $1.126$. When $k^*$ exists, the resulting error is $\varepsilon=(k^*-k_0)/\pi$. Bisection on the computed integers gives $k^*=0.805788,\ 0.953624,\ 0.988512$ for $N=8,16,32$, matching the formula within $10^{-7}$. The errors $-0.0618,\ -0.0148,\ -0.0037$ fall about fourfold per doubling. That no other plaquette causes a jump is not proved here; for the $8\times8$, $s=0$ grid a scan of 60 slices tests that there is a single jump.

## Part (e)

*Sum the exact slice integers over $k_z=(j+\frac12)\Delta$. Find the error, a bound, and its typical size. How fast is bisection?*

**Answer.** Let $y=k_0N/2\pi$. A slice lies in $(0,k_0)$ if $j+\frac12<y$, which holds for $\operatorname{round}(y)$ values of $j$, and the grid is symmetric in $k_z$. Since $k_0/\pi=2y/N$,

$$\varepsilon_{\rm stair}=\frac{2[\operatorname{round}(y)-y]}N,\qquad|\varepsilon_{\rm stair}|\le\frac1N .$$

At $N=30$, $y=30/2\pi=4.77465$ and $2(5-4.77465)/30=0.01502$, the value found from $8\times8$ FHS integers. If the fractional part of $y$ is uniformly spread, the mean of $(N\varepsilon)^2$ is $4/12$ and the rms is $1/\sqrt3=0.577$. Over $N=20,\dots,60$ the computed rms is $0.590$ and the largest $|N\varepsilon|$ is $0.997$; both the bound and the rms (within $0.06$, for a sample of 41) are tested.

Bisection halves the bracket with each slice. The bracket $\pi/2^n$ falls below $10^{-10}$ at $n=35$; with the two end slices this makes 37 slices, or $37\times64=2368$ points, and $|\varepsilon|<10^{-9}$ is tested. This accuracy needs a single jump in the bracket and the projection of the node on a grid point. With $s=\frac12$ bisection converges to the biased $k^*$ of part (d).

## Part (f)

*For one slice let $C_N=2\pi\langle\Omega\rangle_{\rm grid}$. Find $C_N-C$ for large $N$ at fixed $x=N|m|$, through order $1/N$, and the decay rate at fixed $m$.*

**Answer.** Expand $\Omega=\sum_{\mathbf R}\Omega_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ over integer $\mathbf R$. The grid mean of $e^{i\mathbf k\cdot\mathbf R}$ vanishes unless $\mathbf R=N\mathbf n$ with $\mathbf n=(n_1,n_2)$ integer, when it is $e^{2\pi is(n_1+n_2)}$. Because $\Omega$ is even in $\mathbf k$,

$$C_N-C=\sum_{\mathbf n\ne0}\cos[2\pi s(n_1+n_2)]\;\frac1{2\pi}\int\Omega\,e^{-iN\mathbf n\cdot\mathbf k}\,d^2k .$$

For small $m$ the large-$R$ coefficients come from the nearly singular region round $\mathbf k=\mathbf q\approx0$; the rest of the slice is analytic in a strip of finite width and contributes exponentially small terms. Count $q$ and $m$ as the same order and put $r^2=q^2+m^2$. The numerator of $\Omega$ is $m+q^2/2-q^2$ up to third order, and $|\mathbf d|^2=r^2+mq^2$ up to fourth order, so $|\mathbf d|^{-3}\approx r^{-3}(1-3mq^2/2r^2)$. Then $2\Omega=m/r^3+g+\dots$, and with $q^2=r^2-m^2$,

$$g=-\frac{q^2}{2r^3}-\frac{3m^2q^2}{2r^5}=-\frac1{2r}-\frac{m^2}{r^3}+\frac{3m^4}{2r^5}.$$

Let $\mu=|m|$. In polar coordinates, $\int d^2R\,e^{i\mathbf q\cdot\mathbf R}e^{-\mu R}/R=\int_0^{2\pi}d\theta/(\mu-iq\cos\theta)$. The imaginary part cancels under $\theta\to\pi-\theta$, and $\tau=\tan\theta$ turns the real part into $2\int_{-\infty}^\infty\mu\,d\tau/(r^2+\mu^2\tau^2)=2\pi/r$. Inversion gives the transform of $r^{-1}$ as $2\pi e^{-\mu R}/R$. From $\partial_\mu r^{-1}=-\mu r^{-3}$ the transform of $r^{-3}$ is $2\pi e^{-\mu R}/\mu$. From $\partial_\mu r^{-3}=-3\mu r^{-5}$ that of $r^{-5}$ is $2\pi e^{-\mu R}(1+\mu R)/3\mu^3$. Hence $m/r^3\to2\pi\operatorname{sgn}(m)e^{-\mu R}$ and

$$g\to2\pi e^{-\mu R}\Big[-\frac1{2R}-\mu+\frac{\mu(1+\mu R)}2\Big]=2\pi e^{-\mu R}\Big[-\frac1{2R}-\frac\mu2+\frac{\mu^2R}2\Big].$$

Both transforms are tested by quadrature at $m=0.7$, $R=1.3$. Set $R=N|\mathbf n|$, $\mu=x/N$, and include the factor $\frac1{2\pi}\cdot\frac12$. With $\phi_{\mathbf n}=\cos[2\pi s(n_1+n_2)]\,e^{-x|\mathbf n|}$,

$$C_N-C=\tfrac12\operatorname{sgn}(m)\,S(x)+\frac{c(x)}N+O(N^{-2}),$$

$$S=\sum_{\mathbf n\ne0}\phi_{\mathbf n},\qquad c=\frac12\sum_{\mathbf n\ne0}\phi_{\mathbf n}\Big(-\frac1{2|\mathbf n|}-\frac x2+\frac{x^2|\mathbf n|}2\Big).$$

A term homogeneous of degree $p$ in $(\mathbf q,m)$ transforms to $R^{-2-p}$ times a function of $\mu R$, which sets the remainder from $p=0$. At $x=1.5$ the formula gives $c=0.8032$ ($s=0$) and $0.1396$ ($s=\frac12$). The lattice sums at $N=400$, $m<0$ give $0.8040$ and $0.1404$; the test covers both signs of $m$ and $N=100,400$.

The same Poisson identity on the infinite plane reads $\frac{\Delta^2}{2\pi}\sum_{\rm grid}m/2r^3=\frac12\operatorname{sgn}(m)(1+S)$, and it gives the small-$x$ limits. For $s=0$ the point $q=0$ contributes $\operatorname{sgn}(m)\Delta^2/4\pi m^2=\operatorname{sgn}(m)\pi/x^2$, which diverges. For $s=\frac12$ every point has $r\ge\Delta/\sqrt2$, the left side vanishes linearly in $m$, and $S\to-1$; the program finds $S(0.2)=-0.9165$. At leading order $C_N\to C-\frac12\operatorname{sgn}(m)=-\frac12$ from both sides, so the step is smoothed over $x$ of order one.

At fixed $m$, shifting the $k_x$ contour down to the nearest singularity $k_x=-i\kappa$ gives decay $e^{-\kappa N}$ for $\mathbf n=(1,0)$. With $M=2+m$ and $B=M-\cos k_y$, $|\mathbf d|^2=1+\sin^2k_y+B^2-2B\cos k_x$. Since $1+\sin^2k_y+B^2=2+M^2-2M\cos k_y=2MB+2-M^2$, the zero lies at $\cosh\kappa=M+(2-M^2)/2B$. For $M^2>2$, that is $m>\sqrt2-2$, this is smallest at the smallest $B=1+m$, where $k_y=0$ and $\cosh\kappa=(B+1/B)/2$. So $\kappa=|\ln(1+m)|$. Its expansion $|m|-m|m|/2$ turns $\operatorname{sgn}(m)e^{-\kappa N}$ into $\operatorname{sgn}(m)e^{-x}+x^2e^{-x}/2N$, reproducing the $x^2$ term of $c$. The rates measured between $N=40$ and $60$ are $0.2627$ and $0.3571$ for $m=\pm0.3$, against $0.2624$ and $0.3567$, which also shows that the axis terms dominate there.

## Part (g)

*Find the error of the direct $N^3$ curvature sum, with $k_z=(j+\frac12)\Delta$, and compare the methods.*

**Answer.** The direct estimate is $-\frac1N\sum_jC_N(m_j)$, so

$$\varepsilon_{\rm dir}=\varepsilon_{\rm stair}-\frac1N\sum_j\Big[\tfrac12\operatorname{sgn}(m_j)S(x_j)+\frac{c(x_j)}N\Big]+O(N^{-3}).$$

Near a node $|m|\approx\sin k_0\,|k_z-k_0|$, so $x_j\approx2\pi\sin k_0\,|j+\frac12-y|=5.287\,|j+\frac12-y|$. Only a few slices per node have appreciable $S$, and their $x_j$ depend on the fractional part of $y$, not on $N$. Thus $N\varepsilon_{\rm dir}$ tends to a function of that offset: every gapped slice converges exponentially, yet along values of $N$ with a fixed offset the total error falls in general only as $1/N$. For $s=0$ that function diverges as $y$ approaches a half-integer, with the consequences shown below.

| $N$ | FHS slices | direct, $s=0$ | direct, $s=\frac12$ |
|---|---|---|---|
| 30 | $1.50\times10^{-2}$ | $9.00\times10^{-2}$ | $1.33\times10^{-3}$ |
| 74 | $6.01\times10^{-3}$ | $3.52\times10^{-2}$ | $7.07\times10^{-4}$ |
| 118 | $3.72\times10^{-3}$ | $2.14\times10^{-2}$ | $4.68\times10^{-4}$ |
| 192 | $4.61\times10^{-3}$ | $3.51\times10^{-1}$ | $9.37\times10^{-5}$ |

All eight direct errors are tested against the formula, within $4/N^2$ without the $c$ term and $40/N^3$ with it.

For $s=0$ and $k_0=1$ there is no bound of the form constant$/N$. (This depends on $k_0$: for $k_0=2\pi/3$, $y=N/3$ stays at least $1/6$ from every half-integer and $N\varepsilon_{\rm dir}$ is bounded.) At $N=192$, $y=30.5577$, the nearest slices lie inside with $x=5.287\times0.0577=0.305$. The two points next to the nodes give $2\pi/Nx^2\approx0.35$, close to the observed $0.351$, which exceeds $\sigma_{xy}=0.318$ itself. At $N=22$, $y=3.50141$ and $m=-3.3851\times10^{-4}$, and the same term is $2\pi/N^3m^2=6.2832/(10648\times1.1459\times10^{-7})\approx5150$. The full sum gives $5149.5$, tested to $10^{-3}$ relative. Such $N$ recur without end. Of two consecutive continued-fraction convergents $N/q$ of $\pi$ at least one has odd $q$, and $|N-q\pi|<1/q$ puts $y$ within $1/2\pi q\approx1/2N$ of the half-integer $q/2$. There $2\pi/Nx^2$ grows at least in proportion to $N$; at $N=355$ the offset is $4.8\times10^{-6}$ and the term is $2.75\times10^7$. The unshifted sum therefore does not converge as $N\to\infty$ through all integers. Over $N=20,\dots,60$ the median $|N\varepsilon|$ is $3.3$.

For $s=\frac12$ the smoothed step works against the staircase. If $y$ is a half-integer, the slice on the node counts one half, which is the exact count, and the other $S$ terms cancel in pairs across the node at leading order. If $y$ is an integer, all terms pair off and the staircase error is zero. The leading error vanishes at both offsets. At $N=22$ the error is $-0.0017$, comparable with $1/N^2$, while the staircase gives $+0.0453$. Between those offsets the cancellation is incomplete. The values $N=30,74,118$ share nearly the same offset ($0.775$ to $0.780$) and give $N\varepsilon=0.0398,\ 0.0523,\ 0.0552$. The ratio of the last two is $1.055$, tested to lie between $0.8$ and $1.25$, where a $1/N^2$ law would give $0.627$. The drift is already present in the leading formula, which uses the exact $m_j$: at $N=30$ it gives $30\times1.273\times10^{-3}=0.038$.

One feature of the output needs comment. At $N=30$, $s=\frac12$ the $c$ term does not improve agreement: the error $1.326\times10^{-3}$ lies midway between the leading $1.273\times10^{-3}$ and the corrected $1.378\times10^{-3}$. The residuals after correction, times $N^3$, are $-1.4$, $-1.1$ and $-1.0$ for $N=30,74,118$, consistent with an $N^{-3}$ remainder that at $N=30$ is half the size of the $c$ term.

At equal $N$ the shifted direct sum is the more accurate in the rms over $N$, though not necessarily at each $N$, since the staircase error vanishes when $y$ is an integer while the direct sum keeps its $O(N^{-2})$ terms: its rms $N\varepsilon$ over $N=20,\dots,60$ is $0.049$ against $0.590$, a factor of 12, of which a factor of 2 is asserted as a test. The comparison changes at equal number of points $P$. FHS slices use $P=64N$, so their rms error is $0.577\times64/P\approx37/P$. The direct sum has $P=N^3$ and, if its rms coefficient persists at other $N$, an error $0.049/P^{1/3}$. These cross at $P^{2/3}\approx37/0.049\approx760$, or $P\approx2\times10^4$, beyond which uniform slices win. Bisection reaches $|\varepsilon|<10^{-9}$ with 2368 points, while the shifted sum at $N=192$ spends 7077888 points for $9.4\times10^{-5}$, which is $3\times10^{-4}$ of $\sigma_{xy}$. The slice method gains by reducing the integral to locating a jump, and this reduction is available only while every slice away from the nodes is gapped and filled.

## Computed values

```
a = 6.0 bohr, t = 0.01 hartree, k0 = 1.0 /a = 0.166667 /bohr
cos k0 = 0.540302, sin k0 = 0.841471
m(0) = -0.459698, m(2/a) = 0.956449, m(pi/a) = 1.540302 (unit t)
gap at k=0: 0.009194 hartree
Omega(0.4,-0.3,0.8): formula -1.080531, plaquette -1.080532 a^2
kz=0.0/a: C FHS 8x8 -1, C integral -1.00000000, pumped 1.0000 e^2/h
kz=2.0/a: C FHS 8x8 0, C integral -0.00000000, pumped -0.0000 e^2/h
sg=+1: flux/2pi at +k0 1.000000, at -k0 -1.000000
sg=+1: k* = 1.000000000/a, sigma = 0.318309886 e^2/(ha), 37 slices, 2368 k-points
sg=-1: flux/2pi at +k0 -1.000000, at -k0 1.000000
sg=-1: k* = 1.000000000/a, sigma = 0.681690114 e^2/(ha), 37 slices, 2368 k-points
k0/pi = 0.318309886; e^2/(ha) = 0.0265258 a.u.
a.u. of conductivity = 45998.5 S/cm
sigma_xy = 0.0084434 a.u. = 388.39 S/cm
shifted FHS N=8: k* 0.805788, formula 0.805788 /a, eps -0.06182
shifted FHS N=16: k* 0.953624, formula 0.953624 /a, eps -0.01476
shifted FHS N=32: k* 0.988512, formula 0.988512 /a, eps -0.00366
Hankel quadrature m=0.7, R=1.3: 0.402524, -0.167497
x=1.5, s=0.0: S 2.12019, c 0.80318, measured c (N=400, m<0) 0.80399
x=1.5, s=0.5: S -0.44009, c 0.13960, measured c (N=400, m<0) 0.14040
S(0.2) at s=0.5: -0.9165
m=0.3: decay rate 0.2627, |ln(1+m)| 0.2624
m=-0.3: decay rate 0.3571, |ln(1+m)| 0.3567
errors in e^2/(ha); offset = k0 N/2pi
N=30 offset 4.7746: FHS eps +1.50234e-02, points 1920 vs 27000
  s=0.0: eps +9.00424e-02, lead +9.26857e-02, next +9.00481e-02, N*eps +2.7013
  s=0.5: eps +1.32563e-03, lead +1.27279e-03, next +1.37816e-03, N*eps +0.0398
N=74 offset 11.7775: FHS eps +6.01444e-03, points 4736 vs 405224
  s=0.0: eps +3.51626e-02, lead +3.55937e-02, next +3.51637e-02, N*eps +2.6020
  s=0.5: eps +7.07342e-04, lead +6.94517e-04, next +7.09950e-04, N*eps +0.0523
N=118 offset 18.7803: FHS eps +3.72401e-03, points 7552 vs 1643032
  s=0.0: eps +2.14475e-02, lead +2.16168e-02, next +2.14478e-02, N*eps +2.5308
  s=0.5: eps +4.67921e-04, lead +4.62045e-04, next +4.68513e-04, N*eps +0.0552
N=192 offset 30.5577: FHS eps +4.60678e-03, points 12288 vs 7077888
  s=0.0: eps +3.51093e-01, lead +3.51160e-01, next +3.51093e-01, N*eps +67.4099
  s=0.5: eps +9.37328e-05, lead +1.04815e-04, next +9.37934e-05, N*eps +0.0180
N*eps ratio 118/74 at s=0.5: 1.055; 74/118 = 0.627
N=22 offset 3.50141, nearest m -3.3851e-04
N=22 eps: s=0 5149.5, two-point term 5149.5
N=22 eps: s=0.5 -0.00173, FHS +0.04533
N=20..60 FHS: rms N*eps 0.5897, max 0.9972, 1/sqrt3 0.5774
N=20..60 s=0.5: rms N*eps 0.0488, max 0.0883
N=20..60 s=0: median |N*eps| 3.3105, max 1.1329e+05
```
